\section*{Where classical cross-field electron diffusion equals the Bohm value}

\section{The problem}

A sputtering magnetron holds its electrons near the cathode with a magnetic field, and the rate at which they leak across that field is one of the things that determine how well it works. Two estimates of the leak are in use. The classical one follows from collisions. The Bohm value,
\begin{equation}
D_B=\frac{kT_e}{16\,eB},
\label{eq:bohm}
\end{equation}
is an empirical scale for transport by plasma turbulence and contains no collision time. Here $T_e$ is the electron temperature, $B$ the field and $e>0$ the elementary charge.

Let $\tau$ be the mean time in which an electron loses its directed momentum, $\nu=1/\tau$ the collision frequency, taken to be the same for all electrons, and $\omega_c=eB/m$ the gyrofrequency. Write $x=\omega_c\tau$.

Take rough typical values for an argon magnetron: $B=30$~mT, $kT_e=3$~eV, gas pressure 5~mTorr, gas temperature 400~K. Let $\nu=k_m n_g$, where $n_g$ is the gas density and $k_m=10^{-13}~\mathrm{m^3/s}$ a rough rate coefficient for momentum transfer.

\begin{enumerate}
\item For which values of $x$ does the classical coefficient equal $D_B$, and which of them describes strongly magnetized electrons?
\item With $B$, $T_e$, $k_m$ and the gas temperature held fixed, at which gas pressures does classical diffusion exceed the Bohm value?
\item How do the two coefficients compare at 5~mTorr?
\end{enumerate}

\section{A tempting solution}

Between collisions an electron circles a field line. A collision shifts the centre of its orbit by about one gyroradius $\rho$, with $\rho^2\approx kT_e/(m\omega_c^2)$. A random walk with step $\rho$ and step time $\tau$ gives
\begin{equation}
D_\perp\approx\frac{\rho^2}{\tau}=\frac{kT_e}{m\omega_c^2\tau}
=\frac{kT_e}{eB}\,\frac1x ,
\label{eq:tempting}
\end{equation}
where $m\omega_c=eB$ was used. Setting this equal to $D_B$ gives $1/x=1/16$, so $x=16$ and there is one solution.

Since \eqref{eq:tempting} falls steadily with $x$, classical diffusion would exceed the Bohm value for every $x<16$. At 5~mTorr one finds $x=437$ (the arithmetic is given below), and $x$ is inversely proportional to pressure. The answer to the second question would then be every pressure above $5\times437/16\approx137$~mTorr.

\section{Where it fails}

Try the formula at 100~Torr. There $x=437\times0.005/100=0.0219$, and \eqref{eq:tempting} gives $D_\perp=(100~\mathrm{m^2/s})/0.0219\approx4600~\mathrm{m^2/s}$, since $kT_e/(eB)=3~\mathrm{V}/0.030~\mathrm{T}=100~\mathrm{m^2/s}$.

Now remove the field. Friction alone balances the pressure gradient, $m\nu u=-(kT_e/n)\,dn/dx$, so the field-free coefficient is
\begin{equation}
D_0=\frac{kT_e\tau}{m}=\frac{kT_e}{eB}\,x ,
\label{eq:free}
\end{equation}
where the second form merely measures $\tau$ in units of $1/\omega_c$. At 100~Torr it is $100\times0.022=2.2~\mathrm{m^2/s}$. The tempting formula therefore says that a magnetic field raises the diffusion about two thousand times, although the field bends the paths and does no work on the electrons.

The fault is the assumption that the steps are independent. A collision shifts the orbit centre by $|\Delta\mathbf v_\perp|/\omega_c$, about a gyroradius at any $x$. But the velocity an electron receives in one collision is the velocity it loses in the next, turned through the angle of the flight between them. For collisions that make the direction random, the correlation coefficient of successive shifts is $-1/[2(1+x^2)]$. It is negligible only if the electron usually has time to turn, which requires $x\gg1$. For $x\ll1$ the shifts of the centre largely cancel in the sum, and the electron itself is deflected after a short, nearly straight flight, much shorter than a gyroradius. Equation~\eqref{eq:tempting} is a limiting form, and it was used to find all solutions, including any outside its own range. The value $x=16$ is consistent with $x\gg1$ and is nearly right. The count of solutions and the pressure range are wrong.

\section{The classical coefficient for any collision rate}

Let $\mathbf B$ point along $z$ and let the density $n$ vary along $x$. (As a subscript or in $dn/dx$, $x$ is the coordinate; elsewhere it is $\omega_c\tau$.) Assume a steady state, uniform $T_e$, no electric field, and free drift along $y$, as on the closed racetrack of a magnetron. Let $\mathbf u$ be the mean electron velocity, small compared with the thermal speed, so that the inertia of the mean flow can be dropped. The forces per electron balance:
\begin{equation}
0=-\frac{kT_e}{n}\nabla n-e\,\mathbf u\times\mathbf B-m\nu\,\mathbf u .
\end{equation}
With $\mathbf u\times\mathbf B=(u_yB,\,-u_xB,\,0)$ the two components are
\begin{align}
m\nu u_x+eBu_y&=-\frac{kT_e}{n}\frac{dn}{dx},\\
m\nu u_y-eBu_x&=0 .
\end{align}
The second gives $u_y=(eB/m\nu)\,u_x=\omega_c\tau\,u_x$. Inserting this in the first and taking out $m\nu$,
\begin{equation}
m\nu\,u_x\left(1+\omega_c^2\tau^2\right)=-\frac{kT_e}{n}\frac{dn}{dx}.
\end{equation}
The flux is $nu_x=-D_\perp\,dn/dx$, so
\begin{equation}
D_\perp=\frac{kT_e\tau}{m}\,\frac{1}{1+\omega_c^2\tau^2}
=\frac{kT_e}{eB}\,\frac{x}{1+x^2}.
\label{eq:classical}
\end{equation}
For $x\ll1$ this becomes the field-free result \eqref{eq:free}; for $x\gg1$ it becomes \eqref{eq:tempting}.

The random walk gives the same formula once the step is computed properly. In a time $t$ an electron with speed $v_\perp$ across the field moves along an arc of radius $v_\perp/\omega_c$ and angle $\omega_ct$. The squared chord is
\begin{equation}
\Delta r^2=\frac{4v_\perp^2}{\omega_c^2}\sin^2\frac{\omega_ct}{2}
=\frac{2v_\perp^2}{\omega_c^2}\,(1-\cos\omega_ct).
\end{equation}
Flight times have the distribution $e^{-t/\tau}/\tau$, for which the mean of $\cos\omega_ct$ is $1/(1+x^2)$. The mean of $1-\cos\omega_ct$ is therefore $x^2/(1+x^2)$. If collisions make the direction random, successive steps are independent and their squares add. In the plane across the field $D_\perp=\langle\Delta r^2\rangle/(4\tau)$, and with $\langle v_\perp^2\rangle=2kT_e/m$,
\begin{equation}
D_\perp=\frac{1}{4\tau}\,\frac{2}{\omega_c^2}\,\frac{2kT_e}{m}\,\frac{x^2}{1+x^2}
=\frac{kT_e\tau}{m}\,\frac{1}{1+x^2},
\end{equation}
because $x^2/(\omega_c^2\tau)=\tau$. The factor $x^2/(1+x^2)$ is what the tempting solution replaced by 1.

\section{Both solutions}

Equate \eqref{eq:classical} and \eqref{eq:bohm}. The factor $kT_e/(eB)$ cancels, so the answer depends on neither temperature nor field:
\begin{equation}
\frac{x}{1+x^2}=\frac1{16}
\quad\Longrightarrow\quad
x^2-16x+1=0 .
\end{equation}
Completing the square gives $(x-8)^2=63$, hence
\begin{equation}
x=8\pm\sqrt{63},\qquad x_+=15.94,\qquad x_-=0.0627 .
\label{eq:roots}
\end{equation}
The strongly magnetized solution is $x_+=15.94$: the electron turns through about 16 radians, or two and a half circles, in one collision time. At $x_-$ it turns through about a sixteenth of a radian, and the field hardly affects its diffusion.

The product of the roots is 1, because $x/(1+x^2)$ is unchanged when $x$ is replaced by $1/x$. Dividing the quadratic by $x$ gives $x=16-1/x$. The tempting answer 16 thus exceeds $x_+$ by $1/x_+=x_-$, which is 0.4\% of $x_+$. Dropping the 1 from $1+x^2$ costs little at the large root but removes the small root altogether.

To order the two coefficients, differentiate:
\begin{equation}
\frac{d}{dx}\,\frac{x}{1+x^2}=\frac{1-x^2}{(1+x^2)^2}.
\end{equation}
The function rises up to $x=1$, where it equals $1/2$, and then falls. At fixed $B$ and $T_e$ the classical coefficient therefore cannot exceed $kT_e/(2eB)$, eight times the Bohm value. It lies above $D_B$ for $x_-<x<x_+$ and below it outside that interval.

The factor 16 is itself uncertain. For a coefficient $kT_e/(NeB)$ the same steps give $x=N/2\pm\sqrt{N^2/4-1}$, which is real for $N\ge2$. The large root is 7.87 for $N=8$ and 31.97 for $N=32$, so for such values it is close to $N$ itself; near $N=2$ it is not.

\section{The magnetron in numbers}

The gyrofrequency is
\begin{equation}
\omega_c=\frac{(1.602\times10^{-19}~\mathrm C)(0.030~\mathrm T)}{9.109\times10^{-31}~\mathrm{kg}}=5.28\times10^{9}~\mathrm{s^{-1}},
\end{equation}
and the Bohm coefficient is $D_B=100/16=6.25~\mathrm{m^2/s}$, or $6.25\times10^4~\mathrm{cm^2/s}$.

At 5~mTorr and 400~K the ideal gas law gives $n_g=1.21\times10^{20}~\mathrm{m^{-3}}$. Hence $\nu=k_mn_g=1.21\times10^7~\mathrm{s^{-1}}$ and $x=\omega_c/\nu=437$. This is far above $x_+$, and \eqref{eq:classical} gives $D_\perp=100/437=0.229~\mathrm{m^2/s}$. The Bohm value is larger by a factor 27, which answers the third question.

The collision times at which the coefficients agree are $\tau_+=15.94/\omega_c=3.02$~ns and $\tau_-=0.0627/\omega_c=11.9$~ps. For the pressures, scale from 5~mTorr, using $p\propto\nu\propto1/x$:
\begin{equation}
p_+=5~\mathrm{mTorr}\times\frac{437}{15.94}=137~\mathrm{mTorr},
\qquad
p_-=5~\mathrm{mTorr}\times\frac{437}{0.0627}=34.8~\mathrm{Torr}.
\end{equation}
In this model classical diffusion exceeds the Bohm value between 0.137 and 34.8~Torr, and not at every pressure above the lower limit. The upper limit is a statement about the formula. It keeps $kT_e=3$~eV at a pressure thousands of times that of the magnetron, where a real discharge would be a different one.

If the Bohm value is nevertheless written in the form \eqref{eq:classical}, the magnetron belongs on the branch $x_+$, and 3.02~ns is an effective collision time. The time between real momentum-changing collisions is $1/\nu=83$~ns. The short effective time stands for scattering by fluctuations. If that scattering acts as simple friction, which is an assumption, the drift along $y$ is 15.9 times the drift across the field, in place of 437 times for gas collisions alone at constant $\nu$.

\section{What constant \texorpdfstring{$\nu$}{nu} leaves out}

In argon the collision frequency rises with electron speed at energies of a few eV. Each speed $v$ then has its own random walk. For random directions $\langle v_\perp^2\rangle=2v^2/3$ at fixed speed, which replaces $2kT_e/m$ above, so $kT_e/m$ becomes $v^2/3$. Averaging over the Maxwell distribution gives
\begin{equation}
D_\perp=\frac13\left\langle\frac{v^2\nu(v)}{\nu(v)^2+\omega_c^2}\right\rangle
\;\longrightarrow\;
\frac{\langle v^2\nu\rangle}{3\omega_c^2}
\quad\text{for strong magnetization.}
\label{eq:speed}
\end{equation}
Fast electrons now count more. Integration by parts with the Maxwell distribution gives $\langle v^{q+2}\rangle=(q+3)(kT_e/m)\langle v^q\rangle$. Let $\nu\propto v^q$ with the mean $\langle\nu\rangle$ held fixed. Then
\begin{equation}
\frac{\langle v^2\nu\rangle}{3}=\frac{q+3}{3}\,\frac{kT_e}{m}\,\langle\nu\rangle ,
\end{equation}
so the strong-field coefficient grows by $4/3$ for $q=1$, a constant cross-section, and by 2 for $q=3$, a cross-section proportional to energy.

With $x$ defined as $\omega_c/\langle\nu\rangle$, the large root should therefore move to about $16\times4/3=21.3$ or $16\times2=32$. Evaluating the full average in \eqref{eq:speed} by numerical integration and searching for the roots gives 21.2 and 31.3. The small roots become 0.074 and 0.048. The value 15.94 thus belongs to a constant collision frequency, and so do the pressure limits found above: with the same mean frequency, 0.137 and 34.8~Torr become about 0.10 and 29~Torr for $q=1$, and about 0.07 and 46~Torr for $q=3$. At 5~mTorr the ratio of Bohm to classical diffusion falls from 27 to about 20 for $q=1$ and 14 for $q=3$, so the conclusion that the Bohm value is much larger stands.

\section{The model beside a real magnetron}

The chosen field, temperature and pressure are in the usual range of argon sputtering, but all are rough. Take also a plasma density of $10^{17}~\mathrm{m^{-3}}$ and a density gradient length of 10~mm. Electron--ion collisions, with the momentum loss integrated over impact parameters up to the Debye length of $41~\mu$m and averaged with the weight $v^2$ of \eqref{eq:speed}, add $6.4\times10^5~\mathrm{s^{-1}}$, or 5\% of $\nu$; halving or doubling the cutoff moves this value by about 6\%. The gyroradius $\sqrt{2kT_e/m}/\omega_c$ is 0.195~mm, 2\% of the gradient length, so a local description across the field is reasonable for the bulk electrons. It is doubtful for the secondary electrons accelerated in the cathode sheath, which the model leaves out: at 300~eV across the field the gyroradius is 1.9~mm, about 20\% of the gradient length. Along the field it is not: the mean free path at 5~mTorr is about 96~mm, longer than the gradient length.

A presheath field of roughly 1000~V/m exerts a force $eE$ that is $1000~\mathrm{V/m}\times0.010~\mathrm m/(3~\mathrm V)=3.3$ times the pressure force $kT_e/L$, where $L$ is the gradient length. The field can therefore outweigh the density gradient in driving the electron flux. Where the density falls toward the cathode the two forces are opposed, because the presheath field pushes electrons away from the cathode. In the force balance the force of a field along the gradient is added, with its sign, to the pressure term, and the sum is divided by the same $m\nu(1+x^2)$. It changes the flux but leaves $D_\perp$ and the roots \eqref{eq:roots} as they are, as long as the drift $E/B$ stays small compared with the thermal speed. Here it is $3.3\times10^4$~m/s, 5\% of $\sqrt{kT_e/m}$; a field ten times stronger lies outside the assumption.

The assumption that matters most is that collisions carry the transport. Where turbulence carries it, \eqref{eq:classical} with the real $\tau$ underestimates the diffusion if the Bohm value holds, here by a factor of 27 for constant $\nu$ and of 14 to 20 for the speed-dependent cases above. Agreement of a measured flux with $x\approx16$ would fix an effective collision time; it would not show what scatters the electrons.
